\section*{Flexoelectric polarization and potential at a 180 degree ferroelectric wall}

\section{What symmetry decides}

\textbf{Q:} My sample has flat 180 degree walls. The polarization lies along $z$, in the wall plane, and reverses as I move along the wall normal $x$. Why should a component $P_x$ appear at all?

\textbf{A:} Two questions are involved: whether $P_x$ may appear, and what drives it. Symmetry answers the first. Rotate the crystal by half a turn about the in-plane axis $y$, so that $x\to-x$ and $z\to-z$. The fields become
\begin{equation}
\begin{aligned}
P_x(x)&\to -P_x(-x), & P_y(x)&\to P_y(-x),\\
P_z(x)&\to -P_z(-x), & \phi(x)&\to \phi(-x),
\end{aligned}
\label{eq:sym}
\end{equation}
where $\phi$ is the electrostatic potential. A wall centred at $x=0$ with odd $P_z$ can be invariant under this rotation. If it is, $P_x$ must be odd and $\phi$ even. By a symmetric wall I mean one with this invariance. An odd $P_x$ is thus permitted, but nothing yet makes it nonzero.

\textbf{Q:} Would ordinary Landau theory leave it at zero?

\textbf{A:} Yes, in the usual model of a cubic parent phase. Its Landau, gradient, electrostrictive and electrostatic energies, after the strains have relaxed, are even in $P_x$ at a planar wall. The derivative of an even function vanishes at zero, so $P_x=0$ solves the equations. For $P_x$ to grow from zero, there must be either an instability or an energy term linear in $P_x$. Flexoelectricity, the coupling of polarization to strain gradients, supplies the linear term.

\section{The driving field}

\textbf{Q:} The strain is the same in both domains. Where is the gradient?

\textbf{A:} Inside the wall. Spontaneous strain depends on $P_z^2$, which drops to zero at the centre and recovers. Not every strain can follow. All fields depend on $x$ alone, so the compatibility condition
\begin{equation}
\partial_x^2u_{yy}+\partial_y^2u_{xx}=\partial_x\partial_y\gamma_{xy}
\end{equation}
reduces to $u_{yy}''=0$; a bounded $u_{yy}$ is then constant. The same holds for $u_{zz}$. Both keep their domain values, $u_{yy}=Q_{12}P_0^2$ and $u_{zz}=Q_{11}P_0^2$, where $P_0$ is the domain polarization and $Q_{ij}$ are electrostriction coefficients. What can vary are $u_{xx}$ and the engineering shears $\gamma_{xz}=2u_{xz}$ and $\gamma_{xy}=2u_{xy}$. The last stays zero when $P_y=0$, which I assume here.

With primes for $d/dx$, the flexoelectric energy density is $-f_{11}P_xu_{xx}'-f_{44}P_z\gamma_{xz}'$. The $f_{12}$ term contains $(u_{yy}+u_{zz})'$ and vanishes. Integration by parts gives the equivalent bulk form
\begin{equation}
h_{\rm fl}=f_{11}P_x'u_{xx}+f_{44}P_z'\gamma_{xz}.
\end{equation}

\textbf{Q:} Then I insert the strains and read off the field on $P_x$?

\textbf{A:} The strains respond to the same coupling, so it is safer to eliminate them from the energy. Take $P_y=0$ and define the deviations from spontaneous strain
\begin{equation}
\begin{aligned}
e_{xx}&=u_{xx}-Q_{11}P_x^2-Q_{12}P_z^2,\\
e_{yy}&=Q_{12}(P_0^2-P_z^2-P_x^2),\\
e_{zz}&=Q_{11}(P_0^2-P_z^2)-Q_{12}P_x^2 .
\end{aligned}
\end{equation}
Let $s=e_{yy}+e_{zz}=(Q_{11}+Q_{12})(P_0^2-P_z^2)-2Q_{12}P_x^2$. With stiffnesses $c_{ij}$, the terms containing $u_{xx}$ are
\begin{equation}
\tfrac12c_{11}e_{xx}^2+e_{xx}(c_{12}s+f_{11}P_x')
+f_{11}P_x'(Q_{11}P_x^2+Q_{12}P_z^2).
\end{equation}
No traction acts across the wall, so the derivative with respect to $u_{xx}$ vanishes: $e_{xx}=-(c_{12}s+f_{11}P_x')/c_{11}$. Substitution gives
\begin{equation}
\begin{aligned}
&-\frac{c_{12}^2s^2}{2c_{11}}-\frac{f_{11}^2P_x'^2}{2c_{11}}
-\frac{c_{12}}{c_{11}}f_{11}sP_x'\\
&\qquad+f_{11}P_x'(Q_{11}P_x^2+Q_{12}P_z^2).
\end{aligned}
\end{equation}
Terms in $P_x'$ alone or $P_x^2P_x'$ are total derivatives and drop out. The remaining terms linear in $P_x'$ are
\begin{equation}
\begin{aligned}
f_{11}\Big[Q_{12}+\frac{c_{12}}{c_{11}}(Q_{11}+Q_{12})\Big]P_z^2P_x'
&=f_{11}\frac{q_{12}}{c_{11}}P_z^2P_x'\\
&\to-f_{11}\frac{q_{12}}{c_{11}}P_x(P_z^2)',
\end{aligned}
\end{equation}
with $q_{12}=c_{11}Q_{12}+c_{12}(Q_{11}+Q_{12})$; the arrow is an integration by parts.

For the shear, put $\delta=\gamma_{xz}-Q_{44}P_xP_z$. Its terms are
\begin{equation}
\tfrac12c_{44}\delta^2+f_{44}P_z'\delta+f_{44}Q_{44}P_xP_zP_z' .
\end{equation}
Zero shear traction gives $\delta=-f_{44}P_z'/c_{44}$. Since $P_zP_z'=(P_z^2)'/2$, what remains is
\begin{equation}
-\frac{f_{44}^2}{2c_{44}}P_z'^2+\frac{f_{44}Q_{44}}2P_x(P_z^2)'.
\end{equation}
The two linear terms add to
\begin{equation}
-\Lambda P_x(P_z^2)',\qquad
\Lambda=\frac{f_{11}q_{12}}{c_{11}}-\frac{f_{44}Q_{44}}2 .
\label{eq:lambda}
\end{equation}
This is the energy of $P_x$ in a field $E_{\rm fl}=\Lambda(P_z^2)'$. Because $P_z^2$ is even, its slope is odd: the field points in opposite directions on the two flanks. The quadratic terms lower the gradient coefficients to $G_{11}=g_{11}-f_{11}^2/c_{11}$ and $G_{44}=g_{44}-f_{44}^2/c_{44}$, which must be positive.

\textbf{Q:} Could something else produce the same term?

\textbf{A:} A direct coupling proportional to $P_xP_zP_z'$ is allowed by cubic symmetry and would simply add to $\Lambda$. This model omits it. To leading order the wall potential depends only on the sum, so measuring it cannot separate the two.

\section{Response and potential}

\textbf{Q:} How large is the response? A normal polarization creates its own opposing field.

\textbf{A:} That opposition dominates. Let $\varepsilon_b$ be the background permittivity, excluding the ferroelectric polarization $P_x$. Without free charge or a far field along $x$, Gauss's law gives $\varepsilon_bE_x+P_x=0$, so
\begin{equation}
E_x=-P_x/\varepsilon_b,\qquad \phi'=-E_x=P_x/\varepsilon_b .
\label{eq:gauss}
\end{equation}
The electric energy $-\frac12\varepsilon_bE_x^2-E_xP_x$ becomes $P_x^2/(2\varepsilon_b)$.

For the other stiffness I use the Landau energy
\begin{equation}
a_1(P_x^2+P_z^2)+a_{11}(P_x^4+P_z^4)+a_{12}P_x^2P_z^2,
\end{equation}
with $P_0^2=-a_1/(2a_{11})$. After elimination of $e_{xx}$, the in-plane elastic energy is $\frac12B(e_{yy}^2+e_{zz}^2)+Ce_{yy}e_{zz}$, where $B=c_{11}-c_{12}^2/c_{11}$ and $C=c_{12}-c_{12}^2/c_{11}$. A small $P_x$ changes $e_{yy}$ and $e_{zz}$ each by $-Q_{12}P_x^2$. To order $P_x^2$ the energy changes by
\begin{equation}
\begin{aligned}
-Q_{12}P_x^2(B+C)(e_{yy}+e_{zz})&=\kappa(P_0^2-P_z^2)P_x^2,\\
\kappa=-Q_{12}(Q_{11}+Q_{12})&\Big(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\Big).
\end{aligned}
\end{equation}
Varying $P_x$ then gives, to first order,
\begin{equation}
\begin{aligned}
\Big(\frac1{\varepsilon_b}+K\Big)P_x-G_{11}P_x''&=\Lambda(P_z^2)',\\
K=2[a_1+a_{12}P_z^2+\kappa(P_0^2-P_z^2)]&.
\end{aligned}
\label{eq:px}
\end{equation}
The operator on the left is even under $x\to-x$ and the source is odd. If $1/\varepsilon_b+K>0$ everywhere, the decaying solution is unique, hence odd.

\textbf{Q:} And the potential?

\textbf{A:} For small $\varepsilon_b$, the leading solution is $P_x=\varepsilon_b\Lambda(P_z^2)'$. Equation~\eqref{eq:gauss} integrates to
\begin{equation}
\phi(x)-\phi(\infty)=\Lambda[P_z^2(x)-P_0^2].
\label{eq:phi}
\end{equation}
In this limit the electrostatic field cancels the flexoelectric one. The potential therefore survives as $\varepsilon_b\to0$, although $P_x$ tends to zero. It returns to the same value in both domains because it follows $P_z^2$, not $P_z$. Interchanging the domains leaves it unchanged.

\textbf{Q:} Is the zero step just a property of this approximation?

\textbf{A:} No. The step is
\begin{equation}
\phi(\infty)-\phi(-\infty)=\frac1{\varepsilon_b}\int_{-\infty}^{\infty}P_x\,dx,
\label{eq:step}
\end{equation}
which vanishes for any odd $P_x$. In terms of bound charge, $\rho=-P_x'$ is even and has zero total, since $P_x$ vanishes on both sides. Its dipole moment per area is
\begin{equation}
\int x\rho\,dx=-\int xP_x'\,dx=\int P_x\,dx=0 .
\end{equation}
A potential step requires a dipole layer. Here a central sheet is flanked by two equal sheets of opposite sign: two opposed dipole layers, with a local field in each and no net step.

\section{A wall with numbers}

\textbf{Q:} Give me numbers for something like lead titanate.

\textbf{A:} I take round parameters in the rough regime of its tetragonal phase at room temperature. With coefficients of $P^2$ in $10^9\,\mathrm{J\,m\,C^{-2}}$ and of $P^4$ in $10^9\,\mathrm{J\,m^5\,C^{-4}}$, they are $P_0=75\,\mu\mathrm{C/cm^2}$, $a_1=-0.400$, $a_{11}=0.356$, $a_{12}=1.50$; $c_{11},c_{12},c_{44}=175,80,110$ GPa; $Q_{11},Q_{12},Q_{44}=0.090,-0.025,0.070\,\mathrm{m^4/C^2}$; $g_{11},g_{44}=0.30,0.20$ in $10^{-9}\,\mathrm{J\,m^3\,C^{-2}}$; $f_{11}=5$ V, $f_{44}=2$ V; and $\varepsilon_b=7\varepsilon_0$.

First the width. At $P_x=0$, $e_{yy}$ and $e_{zz}$ are proportional to $P_0^2-P_z^2$, so the Landau and elastic energies combine, apart from a constant, into $A(P_0^2-P_z^2)^2$ with
\begin{equation}
A=a_{11}+\tfrac12[B(Q_{11}^2+Q_{12}^2)+2CQ_{11}Q_{12}]=0.862 .
\end{equation}
The Euler--Lagrange equation of an isolated wall has the first integral $\frac12G_{44}P_z'^2=A(P_0^2-P_z^2)^2$. Taking the root and integrating gives
\begin{equation}
P_z=P_0\tanh\frac xw,\qquad
w=\frac1{P_0}\sqrt{\frac{G_{44}}{2A}} .
\end{equation}
With $G_{44}=0.1636$ in the units of $g$, and $P_0=0.75\,\mathrm{C/m^2}$ in SI,
\begin{equation}
w=\frac1{0.75}\sqrt{\frac{0.1636}{2(0.862)}}\ \mathrm{nm}=0.41\ \mathrm{nm}.
\end{equation}

The coupling is $\Lambda=0.0236-0.0700=-0.0464\,\mathrm{V\,m^4/C^2}$. The shear part is the larger and sets the sign; the gradient of $u_{xx}$ alone would give the opposite sign. Equation~\eqref{eq:phi} gives a central potential $-\Lambda P_0^2=26.1$ mV relative to the domains.

\textbf{Q:} How good is that leading estimate?

\textbf{A:} Iterate Eq.~\eqref{eq:px} once. With $S=P_z^2$,
\begin{equation}
P_x/\varepsilon_b\simeq\Lambda[S'-\varepsilon_bKS'+\varepsilon_bG_{11}S'''] .
\end{equation}
Integrate from the centre to infinity. The three integrals are
\begin{equation}
\begin{aligned}
\int_0^\infty S'\,dx&=P_0^2,\\
\int_0^\infty KS'\,dx&=\int_0^{P_0^2}K\,dS=P_0^2[2a_1+(a_{12}+\kappa)P_0^2],\\
\int_0^\infty S'''\,dx&=-S''(0)=-2P_0^2/w^2 ,
\end{aligned}
\end{equation}
the last because $S\simeq P_0^2x^2/w^2$ near the centre. Hence
\begin{equation}
\begin{aligned}
\phi(0)-\phi(\infty)\simeq-\Lambda P_0^2\Big\{1-\varepsilon_b\Big[&2a_1+(a_{12}+\kappa)P_0^2\\
&+\frac{2G_{11}}{w^2}\Big]\Big\}.
\end{aligned}
\label{eq:closed}
\end{equation}
Here $\kappa=0.296$ and $G_{11}=0.157$. The square bracket is $0.21+1.86=2.07$ in $10^9\,\mathrm{J\,m\,C^{-2}}$, and multiplication by $\varepsilon_b$ gives 0.128. The result is $26.1(1-0.128)=22.8$ mV. A numerical solution of the full nonlinear model gives 23.5 mV, so the closed form is 3\% below it.

The same solution gives a peak $|P_x|$ of $0.25\,\mu\mathrm{C/cm^2}$ at $|x|=0.30$ nm, positive on the left and negative on the right. The peak field follows from Eq.~\eqref{eq:gauss}:
\begin{equation}
\frac{2.516\times10^{-3}\,\mathrm{C/m^2}}{7\varepsilon_0}
\simeq0.41\ \mathrm{MV/cm}.
\end{equation}
It points away from the centre on both sides, as it should for a positive central sheet.

\textbf{Q:} Did the calculation impose the zero step?

\textbf{A:} It did not. Strains and potential were independent unknowns, the potential was fixed at one end only, and the starting guess had an even $P_x$. The solution returned an odd $P_x$ and a step below $10^{-7}$ mV. With both flexoelectric coefficients set to zero, the same guess relaxed to $P_x=0$ within rounding. The calculated energy curvatures are positive for small changes of $P_x$ and $P_y$ that depend on $x$ alone, so this wall is stable against changes of that kind.

\textbf{Q:} Do the $f_{11}$ and $f_{44}$ contributions simply add?

\textbf{A:} Only in $\Lambda$. The full solution gives $-12.1$ mV with $f_{11}$ alone and $33.4$ mV with $f_{44}$ alone, a sum of 21.3 mV, below the joint 23.5 mV. The coefficients also alter $G_{11}$ and $w$. In particular, removing $f_{11}$ raises $G_{11}$ from 0.157 to 0.300, and Eq.~\eqref{eq:closed} then gives a larger reduction of the $f_{44}$ part.

\section{When a step appears}

\textbf{Q:} Suppose the wall also has a Bloch component, $P_y$. Is the argument lost?

\textbf{A:} Not if $P_y$ is even about the wall centre: Eq.~\eqref{eq:sym} preserves it. An odd $P_y$ does no harm either, because inversion through the centre, $\mathbf P(x)\to-\mathbf P(-x)$, then survives and again makes $P_x$ odd and $\phi$ even. As a test, a field of 0.50 MV/cm along $y$ induced $P_y=16.9\,\mu\mathrm{C/cm^2}$ at the centre. The step remained zero to within $10^{-6}$ mV.

\textbf{Q:} What about a field along $z$?

\textbf{A:} That makes the domains unequal. A free wall would move, so consider one held by a pinning centre. Let $P_\pm$ be the polarizations at $x\to\pm\infty$. Integrating Eq.~\eqref{eq:px} over all $x$ removes the gradient term and leaves
\begin{equation}
\int_{-\infty}^{\infty}\Big(\frac1{\varepsilon_b}+K\Big)P_x\,dx
=\Lambda(P_+^2-P_-^2).
\end{equation}
At 0.20 MV/cm, with the in-plane strains held at their zero-field values, the domains have $P_+=75.51$ and $P_-=-74.48\,\mu\mathrm{C/cm^2}$. The right side is $-0.72$ mV, and the integral over the full solution agrees to the four digits printed. The step itself is $-0.68$ mV.

The difference comes from $K$. If $G_{11}$ is neglected, $P_x/\varepsilon_b=\Lambda S'/(1+\varepsilon_bK)$. The step is then an integral over $S$ from $P_-^2$ to $P_+^2$, a narrow interval in which $K\simeq2(a_1+a_{12}P_0^2)=0.89\times10^9\,\mathrm{J\,m\,C^{-2}}$. This gives $-0.7185/1.055=-0.68$ mV. Thus the step disappears when the two domains have equal $|P|$ and the wall keeps its rotation symmetry.

\section{Reading the result in a real sample}

\textbf{Q:} Would carriers collect at the wall or screen this potential?

\textbf{A:} The positive centre attracts electrons, but by itself a well 23.5 meV deep and less than a nanometre wide binds them weakly. For a free-electron mass and the electrostatic potential alone, the lowest level lies only 2.3 meV below the domain level, compared with a thermal energy of 25.9 meV at 300 K. A classical Boltzmann factor evaluated at the centre, 2.5, overstates the accumulation: the thermal quantum density there is about 1.6 times the domain value. Heavier carriers bind more strongly. For a mass of $3m_e$ the level is 5 meV deep and the ratio is 1.8; for $10m_e$ they are 10 meV and about 2.2. At a carrier density of $10^{18}\,\mathrm{cm^{-3}}$ the Debye length, calculated with the domain permittivity $\varepsilon_b+1/K$ along $x$, is 13.8 nm, much longer than $w$, so screening within the wall is weak.

The band edge also feels strain. The calculated $u_{xx}$ is lower by 0.22\% at the centre, and a rough deformation potential of 5 eV turns this into a shift of 11 meV. Its sign depends on the band. This shift is even in $x$ too, but it is not small beside the electrostatic one. The shear is larger still: at the centre, where $P_xP_z=0$, $\gamma_{xz}=-f_{44}P_z'/c_{44}=-3.3\%$. Its effect depends on the shear deformation potential of the band, which I have not estimated. The level quoted above therefore describes the electrostatic well, not the full binding at a real wall.

\textbf{Q:} Which of these numbers should I trust for actual lead titanate?

\textbf{A:} Treat them as estimates of scale. The polarization is roughly typical, but the flexocoupling coefficients are uncertain in size and sign. The two parts of $\Lambda$ oppose each other here, so other values could reverse the potential. The wall is about two unit cells wide, where a continuum model is marginal; I have not calculated the effect of the discrete lattice. The elastic and electrostrictive constants matter too, because $q_{12}$ is a small difference of larger terms: with the other parameters fixed, lowering or raising $Q_{11}$ by 10\% changes the central potential to 34 or 13 mV. Two other choices matter less: a sixth-order Landau term $b(P^2-P_0^2)^3$, with $P^2=P_x^2+P_y^2+P_z^2$ and $b=0.3\times10^9\,\mathrm{J\,m^9\,C^{-6}}$, leaves $P_0$ unchanged and changes the central potential to 23.6 mV, and a background constant of 10 changes it to 22.6 mV while raising the peak $|P_x|$ to $0.34\,\mu\mathrm{C/cm^2}$.

Real walls are also not perfectly flat. A tilt $\theta$ about $y$ gives a net bound charge of magnitude $2P_0\sin\theta$. It equals the central sheet charge, $2(0.25)=0.50\,\mu\mathrm{C/cm^2}$, when $\sin\theta=0.50/150$, or $\theta\simeq0.2^\circ$. With the transverse permittivity $\varepsilon_b+1/K\simeq1.2\times10^{-9}$ F/m, such a sheet produces a field of about 0.02 MV/cm on each side if unscreened. Over 11 nm this amounts to roughly 23 mV, as much as the flexoelectric potential. The two differ in range. A tilted wall also involves $g_{12}$ and $f_{12}$, which the flat wall does not need. For $g_{12}+g_{44}$ between 0 and 0.4 in the units of $g$ and $f_{12}$ between $-5$ and 5 V, this tilt changes the potential drop over the first nanometre by up to about 3 mV out of 22.6 mV (1.5 mV when both vanish), but over 11 nm it nearly cancels or doubles the total drop, depending on the sign of the charge. A measurement that averages over such distances would mix the two, unless the tilt is much smaller or the net charge is compensated. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
P0 = 75.0 uC/cm2
a1 = -0.400, a12 = 1.500 (1e9 J m/C2, 1e9 J m5/C4)
a11 = 0.3556, with clamping A = 0.8617 1e9 J m5/C4
c11, c12, c44 = 175, 80, 110 GPa
Q11, Q12, Q44 = 0.090, -0.025, 0.070 m4/C2
g11, g44 = 0.300, 0.200 1e-9 J m3/C2
G11, G44 after strain relaxation = 0.1571, 0.1636 1e-9 J m3/C2
f11, f44 = 5.0, 2.0 V; background constant = 7.0
q12/c11 = 0.00471 m4/C2; kappa = 0.2955 1e9 J m5/C4
Lam: f11 part 0.02357, f44 part -0.07000 V m4/C2
Lam total = -0.04643 V m4/C2; -Lam*P0^2 = 26.12 mV
wall half-width w = 0.4108 nm, full width 2w = 0.822 nm
largest deviation of Pz from tanh = 9.2e-05 of P0
peak |Px| = 0.2516 uC/cm2 at |x| = 0.30 nm
Px at x = -0.3 and +0.3 nm = 0.2516, -0.2516 uC/cm2
peak |Ex| = 0.406 MV/cm
central potential, full solution = 23.489 mV
central potential, closed form = 22.762 mV
mesh shift 0.02 to 0.01 nm = 0.00722 mV
potential step = -6.6e-09 mV
parity errors: Px 2.3e-10, phi 8.2e-11 (relative)
linear equation against full Px: 2.9e-04 of peak
closed form at background constant 0.25: worst error 5.2e-04
central potential, f11 alone = -12.100 mV; f44 alone = 33.351 mV
no flexoelectricity: peak |Px| = 2.6e-22 uC/cm2
domains in reverse order: central potential = 23.482 mV
field along y 0.50 MV/cm: Py at centre = 16.934 uC/cm2
  step with this field = -9.9e-07 mV
field along z 0.20 MV/cm, held wall: Pz = -74.479, 75.511 uC/cm2
  step = -0.6812 mV; Lam*(P+^2-P-^2) = -0.7185 mV
  integral of (1+eb*K)*Px/eb = -0.7185 mV
lowest curvature: Px 16.41, Py 0.367 1e9 J m/C2
full width over a rough 0.4 nm cell = 2.05
with sixth-order term 0.3e9 J m9/C6: central potential = 23.600 mV
background constant 10: central potential = 22.616 mV
  and peak |Px| = 0.3374 uC/cm2
thermal voltage at 300 K = 25.85 mV
Debye length at 1e18 cm-3 = 13.8 nm
change of uxx at centre = -0.2243 percent
  band shift for a rough 5 eV deformation potential = -11.22 meV
lowest electron level (free mass) in the wall potential = -2.321 meV
\end{verbatim}
